\section*{Quincke rotation: critical field, angular speed and limits of steady spin, part 1}

(Sections cited here and not found follow in the second part.)

\section{From interfacial charge to steady rotation}

Q: A steady, uniform field along a line favours neither sense of turning about an axis normal to it. How can it make a uniform round sphere spin?

A: It need not favour a sense; it is enough that the resting state be unstable. When current flows through a liquid and meets a sphere with other electrical properties, charge collects on the interface. Suppose that this charge forms a dipole pointing against the field. As long as the sphere is at rest the dipole lies along the field line and feels no torque. A small accidental turn carries the charge sideways, and the field then pushes the dipole further round. Leakage through the liquid rebuilds the charge along the field line, and viscosity slows the turn. Which effect wins has to be calculated.

Q: Under which assumptions?

A: The sphere has radius $a$, permittivity $\varepsilon_p$, conductivity $\sigma_p$ and density $\rho_p$. The unbounded liquid has permittivity $\varepsilon_l$, conductivity $\sigma_l$ and viscosity $\eta$. All are constants, in SI units. The applied field $\mathbf E$ is uniform and steady, and the electrodes sustain the current. The liquid does not slip on the sphere and obeys the Stokes equations. The charged layer is thin compared with $a$, and no current is conducted along the surface. The centre of the sphere is the origin, $\mathbf n=\mathbf r/r$ is the outward normal, and $\boldsymbol\Omega$ is the angular velocity.

Q: The flowing liquid could carry charge in its volume as well. Why may you put all of it on the interface?

A: Let $\rho$ be the volume charge density and $\mathbf F$ the local field. Charge conservation with $\nabla\cdot\mathbf u=0$ and $\nabla\cdot\mathbf F=\rho/\varepsilon_l$ gives
\begin{equation}
\frac{\partial\rho}{\partial t}+\mathbf u\cdot\nabla\rho=-\nabla\cdot(\sigma_l\mathbf F)=-\frac{\sigma_l}{\varepsilon_l}\rho .
\end{equation}
Following a fluid element, $\rho$ can decay but cannot grow. The same holds inside the sphere with its own constants. I take both volumes as neutral, so the potential obeys Laplace's equation on each side.

Q: What is the field, then?

A: A uniform field excites the harmonics of degree one. With an unknown vector $\mathbf p$, which has the dimension of a field,
\begin{equation}
\Phi_{\rm out}=-\mathbf E\cdot\mathbf r+\frac{a^3\,\mathbf p\cdot\mathbf r}{r^3},\qquad
\Phi_{\rm in}=-(\mathbf E-\mathbf p)\cdot\mathbf r .
\label{eq:pot}
\end{equation}
At $r=a$ both equal $-a(\mathbf E-\mathbf p)\cdot\mathbf n$, so the potential is continuous. The normal fields $-\partial\Phi/\partial r$ at the surface are
\begin{equation}
F_n^{\rm out}=(\mathbf E+2\mathbf p)\cdot\mathbf n,\qquad F_n^{\rm in}=(\mathbf E-\mathbf p)\cdot\mathbf n .
\label{eq:normal}
\end{equation}
The factor 2 comes from differentiating $1/r^2$. Gauss's law gives the interfacial charge density
\begin{equation}
q=\varepsilon_lF_n^{\rm out}-\varepsilon_pF_n^{\rm in}=\mathbf n\cdot\mathbf Q,\qquad
\mathbf Q=(\varepsilon_l-\varepsilon_p)\mathbf E+(2\varepsilon_l+\varepsilon_p)\mathbf p .
\label{eq:Q}
\end{equation}

Q: Rotation stirs the charge. Could it not create higher multipoles?

A: A rigid rotation turns a harmonic of degree $\ell$ into harmonics of the same degree. Take a surface potential $AY_\ell$ of degree $\ell\neq1$, which continues as $(r/a)^\ell$ inside and $(a/r)^{\ell+1}$ outside. Its normal fields are $-\ell AY_\ell/a$ inside and $(\ell+1)AY_\ell/a$ outside. The charge is therefore $[(\ell+1)\varepsilon_l+\ell\varepsilon_p]AY_\ell/a$, and the current leaving the interface is the same expression with conductivities. In the frame of the sphere this charge decays at the rate
\begin{equation}
\frac{(\ell+1)\sigma_l+\ell\sigma_p}{(\ell+1)\varepsilon_l+\ell\varepsilon_p},
\end{equation}
and the uniform field does not replenish it. I start without such charge.

Q: Now the balance on a moving surface. Where does the rotation enter?

A: Follow a point of the surface, for which $\dot{\mathbf n}=\boldsymbol\Omega\times\mathbf n$. A rigid surface does not stretch, so $q$ at that point changes only through the currents normal to the surface:
\begin{equation}
\frac{d}{dt}(\mathbf n\cdot\mathbf Q)=\sigma_pF_n^{\rm in}-\sigma_lF_n^{\rm out}.
\end{equation}
On the left, $(\boldsymbol\Omega\times\mathbf n)\cdot\mathbf Q=-\mathbf n\cdot(\boldsymbol\Omega\times\mathbf Q)$ by cyclic permutation and one exchange of factors. On the right I insert \eqref{eq:normal}. The result holds for every $\mathbf n$, hence
\begin{equation}
\frac{d\mathbf Q}{dt}=\boldsymbol\Omega\times\mathbf Q-(\sigma_l-\sigma_p)\mathbf E-(2\sigma_l+\sigma_p)\mathbf p .
\label{eq:charge}
\end{equation}

Q: Part of $\mathbf p$ is ordinary polarization, which responds at once. Does it rotate with the sphere?

A: It does not, and the equation separates it. Define
\begin{equation}
K_\infty=\frac{\varepsilon_p-\varepsilon_l}{\varepsilon_p+2\varepsilon_l},\quad
K_0=\frac{\sigma_p-\sigma_l}{\sigma_p+2\sigma_l},\quad
\Delta=K_\infty-K_0,\quad
\tau=\frac{\varepsilon_p+2\varepsilon_l}{\sigma_p+2\sigma_l},
\end{equation}
and write $\mathbf p=K_\infty\mathbf E+\mathbf m$. Since $(2\varepsilon_l+\varepsilon_p)K_\infty=\varepsilon_p-\varepsilon_l$, the terms in $\mathbf E$ cancel in \eqref{eq:Q}, leaving $\mathbf Q=(2\varepsilon_l+\varepsilon_p)\mathbf m$. So $\mathbf m$ is the part due to interfacial charge. The last two terms of \eqref{eq:charge} become
\begin{equation}
-(2\sigma_l+\sigma_p)\left[-K_0\mathbf E+K_\infty\mathbf E+\mathbf m\right]=-(2\sigma_l+\sigma_p)(\mathbf m+\Delta\mathbf E).
\end{equation}
Division by $2\varepsilon_l+\varepsilon_p$ gives
\begin{equation}
\frac{d\mathbf m}{dt}=\boldsymbol\Omega\times\mathbf m-\frac{\mathbf m+\Delta\mathbf E}{\tau}.
\label{eq:m}
\end{equation}
The interfacial, or Maxwell--Wagner, relaxation time is $\tau$. At rest $\mathbf m$ relaxes to $-\Delta\mathbf E$, which opposes the field if $\Delta>0$.

Q: When is $\Delta$ positive?

A: Over the common denominator the numerator is
\begin{align}
&(\varepsilon_p-\varepsilon_l)(\sigma_p+2\sigma_l)-(\sigma_p-\sigma_l)(\varepsilon_p+2\varepsilon_l)\nonumber\\
&=\varepsilon_p\sigma_p+2\varepsilon_p\sigma_l-\varepsilon_l\sigma_p-2\varepsilon_l\sigma_l
-\varepsilon_p\sigma_p-2\varepsilon_l\sigma_p+\varepsilon_p\sigma_l+2\varepsilon_l\sigma_l\nonumber\\
&=3(\varepsilon_p\sigma_l-\varepsilon_l\sigma_p).
\label{eq:delta}
\end{align}
Thus $\Delta>0$ means $\varepsilon_p\sigma_l>\varepsilon_l\sigma_p$: the charge relaxation time of the liquid, $\varepsilon_l/\sigma_l$, is shorter than that of the sphere, $\varepsilon_p/\sigma_p$.

Q: Is the electric torque really just a dipole crossed with $\mathbf E$? The sphere sits in a polarizable liquid.

A: I compute it from the Maxwell stress just outside the charged layer. The traction is $\varepsilon_l[\mathbf F(\mathbf F\cdot\mathbf n)-\tfrac12F^2\mathbf n]$; its second part is normal to the surface and gives no torque. From \eqref{eq:pot}, $\mathbf F=\mathbf E-\mathbf p+3\mathbf n(\mathbf n\cdot\mathbf p)$ at $r=a$, so $\mathbf n\times\mathbf F=\mathbf n\times(\mathbf E-\mathbf p)$. With $\oint n_in_j\,dS=(4\pi a^2/3)\delta_{ij}$,
\begin{align}
\mathbf T_{\rm el}&=\varepsilon_la\oint[\mathbf n\times(\mathbf E-\mathbf p)]\,[\mathbf n\cdot(\mathbf E+2\mathbf p)]\,dS\nonumber\\
&=\frac{4\pi\varepsilon_la^3}{3}(\mathbf E+2\mathbf p)\times(\mathbf E-\mathbf p)\nonumber\\
&=\frac{4\pi\varepsilon_la^3}{3}\left(-\mathbf E\times\mathbf p+2\mathbf p\times\mathbf E\right)
=4\pi\varepsilon_la^3\,\mathbf p\times\mathbf E .
\end{align}
The part $K_\infty\mathbf E$ of $\mathbf p$ is parallel to $\mathbf E$ and drops out, so $\mathbf T_{\rm el}=4\pi\varepsilon_la^3\,\mathbf m\times\mathbf E$.

Q: And the viscous torque? I do not want to take its factor on trust.

A: Try $\mathbf u=a^3\boldsymbol\Omega\times\mathbf r/r^3=a^3\nabla\times(\boldsymbol\Omega/r)$. It equals $\boldsymbol\Omega\times\mathbf r$ on the sphere and vanishes far away. A curl has no divergence, and $\nabla^2(1/r)=0$ gives $\nabla^2\mathbf u=0$. The Stokes equations therefore hold with uniform pressure. The viscous traction is $\eta(\partial_ru_i+n_j\partial_iu_j)$. At $r=a$ its first term is
\begin{equation}
\partial_r\left(\frac{a^3\,\boldsymbol\Omega\times\mathbf n}{r^2}\right)_{r=a}=-2\,\boldsymbol\Omega\times\mathbf n .
\end{equation}
For the second, $r_ju_j=0$ everywhere, so $0=\partial_i(r_ju_j)=u_i+r_j\partial_iu_j$, and $n_j\partial_iu_j=-u_i/a=-(\boldsymbol\Omega\times\mathbf n)_i$. The traction is $-3\eta\,\boldsymbol\Omega\times\mathbf n$, and
\begin{equation}
\mathbf T_{\rm visc}=-3\eta a\oint[\boldsymbol\Omega-\mathbf n(\mathbf n\cdot\boldsymbol\Omega)]\,dS
=-3\eta a\,(4\pi a^2)\left(1-\tfrac13\right)\boldsymbol\Omega=-8\pi\eta a^3\boldsymbol\Omega .
\end{equation}

The moment of inertia is $\tfrac25\cdot\tfrac{4\pi}{3}\rho_pa^3\cdot a^2=8\pi\rho_pa^5/15$. Dividing Newton's law for rotation by $8\pi\eta a^3$ gives
\begin{equation}
\tau_m\frac{d\boldsymbol\Omega}{dt}=-\boldsymbol\Omega+\frac{\varepsilon_l}{2\eta}\,\mathbf m\times\mathbf E,\qquad
\tau_m=\frac{\rho_pa^2}{15\eta}.
\label{eq:spin}
\end{equation}
Here the steady drag is used at each instant, which neglects the inertia of the liquid.

Q: You have not said about which axis the sphere turns. Is that another assumption?

A: It follows. In a steady state \eqref{eq:spin} gives $\boldsymbol\Omega=(\varepsilon_l/2\eta)\,\mathbf m\times\mathbf E$, which is normal to $\mathbf E$. I put $\mathbf E$ along $x$ and $\boldsymbol\Omega$ along $z$, with either sign of $\Omega$. Then $\boldsymbol\Omega\times\mathbf m=\Omega(-m_y,m_x,0)$, and the steady form of \eqref{eq:m} reads
\begin{equation}
-\Omega\tau m_y=m_x+\Delta E,\qquad \Omega\tau m_x=m_y,\qquad m_z=0 .
\end{equation}
Inserting the second equation in the first gives $-\Omega^2\tau^2m_x=m_x+\Delta E$, so
\begin{equation}
m_x=-\frac{\Delta E}{1+\Omega^2\tau^2},\qquad m_y=-\frac{\Omega\tau\,\Delta E}{1+\Omega^2\tau^2}.
\label{eq:steady}
\end{equation}

Q: Has this dipole been compared with a solution that does not presuppose one?

A: Yes. The steady boundary conditions were imposed at 200 surface points on a sum of 13 harmonics of degrees 0 to 3. One case was an almost insulating sphere of relative permittivity 2.6 in a liquid of 2.0 at 850 rad/s. The other was a sphere of relative permittivity 5 with $\sigma_p=0.3\,\sigma_l$ at 400 rad/s. In both, the dipole agreed with \eqref{eq:steady} plus $K_\infty\mathbf E$, and the other outer harmonics vanished, within about $10^{-6}$ of the applied field.

Q: Then which speed balances the torques?

A: The $z$ component of $\mathbf m\times\mathbf E$ is $-m_yE$. With \eqref{eq:steady} the balance becomes
\begin{equation}
\Omega=-\frac{\varepsilon_lE}{2\eta}m_y=\frac{\varepsilon_l\tau\Delta E^2}{2\eta}\,\frac{\Omega}{1+\Omega^2\tau^2}.
\label{eq:balance}
\end{equation}
One solution is $\Omega=0$. For $\Omega\neq0$ I divide by $\Omega$ and multiply by $1+\Omega^2\tau^2$:
\begin{equation}
1+\Omega^2\tau^2=\frac{E^2}{E_c^2},\qquad E_c=\sqrt{\frac{2\eta}{\varepsilon_l\tau\Delta}} .
\label{eq:Ec}
\end{equation}
If $\Delta>0$ and $E>E_c$ this has two real solutions of opposite sense,
\begin{equation}
\boxed{\;|\Omega|=\frac1\tau\sqrt{\left(\frac{E}{E_c}\right)^2-1}\;}
\label{eq:law}
\end{equation}
If $\Delta\le0$, the factor multiplying $\Omega$ on the right of \eqref{eq:balance} is not positive, so no steady rotation exists. Near threshold $|\Omega|\tau\simeq\sqrt{2(E-E_c)/E_c}$, a continuous onset with infinite slope. For $E\gg E_c$ the speed approaches $E/(E_c\tau)$.

Q: The radius has disappeared from $E_c$. Is that credible?

A: Both torques scale as $a^3$, and $\tau$ depends on material constants alone. With \eqref{eq:delta}, $\tau\Delta=3(\varepsilon_p\sigma_l-\varepsilon_l\sigma_p)/(\sigma_p+2\sigma_l)^2$, so an insulating sphere has
\begin{equation}
E_c^2=\frac{8\eta\sigma_l}{3\varepsilon_l\varepsilon_p}\qquad(\sigma_p=0).
\label{eq:ins}
\end{equation}
For such a sphere a more conducting liquid needs a larger field, because it rebuilds the aligned charge faster. For a conducting sphere this need not hold, since $\Delta$ also changes with $\sigma_l$. The radius can still enter $E_c$ through walls and the thickness of the charged layer, which this model leaves out. Through inertia it affects the motion but not $E_c$, as the second half shows.

\section{Onset, stability and a real case}

The second half uses these symbols and results. The vector $\mathbf m$ is the dipole field amplitude due to interfacial charge, $\boldsymbol\Omega$ the spin, $\tau$ the interfacial relaxation time, $\tau_m=\rho_pa^2/(15\eta)$ the inertia time, and $\Delta=K_\infty-K_0$. The subscripts $p$ and $l$ denote sphere and liquid. The equations of motion are
\begin{equation}
\dot{\mathbf m}=\boldsymbol\Omega\times\mathbf m-\frac{\mathbf m+\Delta\mathbf E}{\tau},\qquad
\tau_m\dot{\boldsymbol\Omega}=-\boldsymbol\Omega+\frac{\varepsilon_l}{2\eta}\mathbf m\times\mathbf E .
\label{eq:motion}
\end{equation}
With $r=(E/E_c)^2=\varepsilon_l\tau\Delta E^2/(2\eta)$, steady rotation has $\Omega^2\tau^2=r-1$, $m_x=-\Delta E/r$ and $m_y=\Omega\tau m_x$, for $\mathbf E$ along $x$ and $\boldsymbol\Omega$ along $z$.

For $\Delta>0$, steady rotation in either sense exists above the critical field $E_c$, at the speed given by \eqref{eq:law}. It remains to examine the stability of rest and of rotation, and to test the model's assumptions in a real case.
